Why one-way mode conversion is not optical isolation

**The measurement that looks like isolation**

A silicon slab waveguide carries two guided modes with the electric field parallel to the layers (TE), the even mode 0 and the odd mode 1. A patterned section is inserted. Light launched in mode 0 from the left emerges on the right with 6.7 % of its power in mode 1. Light launched in mode 0 from the right emerges on the left with 2.6 × 10⁻⁸ of its power in mode 1. The ratio is 64 dB, and the device contains no magnet, no modulator and no nonlinear element. May it be placed in front of a laser as an isolator?

It may not. The two numbers belong to two different pairs of channels, and reciprocity does not relate them. The pair that it does relate is equal in this device. To see this one needs the whole scattering matrix.

**Which entries reciprocity ties together**

Fields vary as exp(−iωt), so Im ε > 0 means absorption. The permeability is that of vacuum, and the relative permittivity tensor ε is linear and constant in time. For two solutions at the same frequency,

∇×E = iωμ₀H, ∇×H = −iωε₀εE,

∇·(E₁×H₂) = H₂·(∇×E₁) − E₁·(∇×H₂) = iωμ₀H₁·H₂ + iωε₀E₁·εE₂.

Exchanging 1 and 2 and subtracting removes the magnetic term. Since E₂·εE₁ = E₁·εᵀE₂,

∇·(E₁×H₂ − E₂×H₁) = iωε₀ E₁·(ε − εᵀ)E₂.

No complex conjugate appears. A complex but symmetric ε makes the right side zero, so absorption does not break reciprocity.

The consequence for a scattering matrix can be followed step by step in a slab uniform along y, with E along y. The field obeys

∂²E/∂x² + ∂²E/∂z² + k₀²εE = 0, k₀ = 2π/λ.

Let the real, orthonormal patterns φₘ(x) be the modes of the unpatterned slab, with propagation constants βₘ. Add a permittivity f(z) over part of the cross-section and write E = Σφₘ(x)uₘ(z). Projection on φₘ gives

u″ + M(z)u = 0, Mₘₙ = βₘ²δₘₙ + k₀²f(z)Pₘₙ,

where δₘₙ is the Kronecker symbol and Pₘₙ is the integral of φₘφₙ over the patterned part. Keeping the two guided modes neglects radiation, whose effect on the conversions is given below.

For two solutions u and v define W = uᵀv′ − u′ᵀv. The products of first derivatives cancel in W′, leaving

W′ = uᵀv″ − u″ᵀv = −uᵀMv + uᵀMᵀv = uᵀ(Mᵀ − M)v.

At the ends, let a be incoming and b outgoing amplitudes, normalised so that |a|² and |b|² are powers. On the left,

uₘ = (aₘ + bₘ)/√βₘ, uₘ′ = i√βₘ(aₘ − bₘ).

On the right the outgoing wave travels towards +z, so the derivative becomes i√βₘ(bₘ − aₘ). With capitals for the second solution, each mode contributes to W

left: i[(a+b)(A−B) − (a−b)(A+B)] = 2i(bA − aB),

right: i[(b+a)(B−A) − (b−a)(B+A)] = 2i(aB − bA).

The difference W(right) − W(left) is 2i times the sum of aB − bA over all four channels. Inserting b = Sa and B = SA,

aᵀ(S − Sᵀ)A = (1/2i) ∫ uᵀ(Mᵀ − M)v dz. (1)

Here M is symmetric, so S = Sᵀ. Let t be the block from left to right and t′ the block from right to left, with the first index the output mode. Then

t′ = tᵀ, hence t′₀₁ = t₁₀ and t′₁₀ = t₀₁.

Conversion from mode 0 on the left to mode 1 on the right, L0→R1, is tied to R1→L0. Its value puts no such constraint on R0→L1, which is tied to L1→R0.

**How the one-way conversion arises**

Take q = β₀ − β₁ and a pattern covering the upper half of the core,

f(z) = δ(i + e^(−iqz)) = δ[cos qz + i(1 − sin qz)].

From here on, δ without indices is this strength. The imaginary part is never negative, so the section is passive. The grating supplies the wave number −q but not +q. Forward mode 0 is carried to β₀ − q = β₁. Backward mode 1 is carried to −β₁ − q = −β₀. Both processes are matched, and they are transposed partners. Backward mode 0 would need +q to reach −β₁.

For the size, set uₘ = Aₘe^(iβₘz)/√βₘ and drop Aₘ″, which is justified when Aₘ changes little within 1/βₘ. The wave equation becomes

Aₘ′ = i k₀²f Σₙ Pₘₙ e^(i(βₙ−βₘ)z) Aₙ / (2√(βₘβₙ)).

The constant part of f attenuates each mode. The part e^(−iqz) cancels the phase factor e^(i(β₀−β₁)z) that accompanies A₀ in the equation for A₁. Keeping the terms without oscillation,

A₀′ = −α₀A₀, A₁′ = −α₁A₁ + iκA₀,

αₘ = k₀²δPₘₘ/(2βₘ), κ = k₀²δ|P₁₀|/(2√(β₀β₁)).

The sign of P₁₀ has been absorbed in the sign of φ₁. With A₀ = e^(−α₀z), multiplication of the second equation by e^(α₁z) and integration give

|t₁₀| = κ(e^(−α₀L) − e^(−α₁L))/(α₁ − α₀) ≈ κL e^(−ᾱL).

The last form, with ᾱ the mean of α₀ and α₁, holds when |α₁ − α₀|L is small.

The example has a 400 nm core of index 3.48 in a cladding of index 1.444, at 1550 nm. The effective indices are 3.194 and 2.255, so the period 2π/q is 1650 nm. Ten periods make L = 16.50 µm. With δ = 0.1, κ = 0.02605 µm⁻¹, α₀ = 0.02990 µm⁻¹ and α₁ = 0.03185 µm⁻¹. Then κL = 0.430, ᾱL = 0.509 and

|t₁₀|² ≈ (0.430 × 0.601)² = 0.067.

Solving the two-mode wave equation with reflections retained gives these transmitted powers:

L0→R0: 0.3750; R0→L0: 0.3750
L0→R1: 0.0667; R1→L0: 0.0667
L1→R0: 2.6 × 10⁻⁸; R0→L1: 2.6 × 10⁻⁸
L1→R1: 0.3476; R1→L1: 0.3476

Each row is a transposed pair, and each pair agrees. The largest entry of |S − Sᵀ| is 4 × 10⁻¹⁴, which is rounding error. The 64 dB compares the left entry of the second row with the right entry of the third.

The dark entry can be estimated too. For L1→R0 the driving terms are iκ(ie^(−iqz) + e^(−2iqz))A₁. To first order, with s = α₁ − α₀,

|t₀₁| = κe^(−α₀L) |∫₀ᴸ (ie^(−iqz) + e^(−2iqz)) e^(−sz) dz|.

Integration by parts bounds the two integrals by 2/q and 1/q, because e^(−sz) falls steadily from 1. The amplitude is therefore below 3κ/q, and the power below 4.2 × 10⁻⁴, for any length at this order. After a whole number of periods both phase factors return to 1. For s ≪ q the integral then has magnitude (1 − e^(−sL))|1 − i/2|/q, and

|t₀₁|² ≈ (0.611 × 0.00684 × 0.0317 × 1.118)² = 2.2 × 10⁻⁸.

This accounts for most of the computed 2.6 × 10⁻⁸. The depth of the contrast thus owes much to ending the grating after a whole period.

**Why loss matters for the contrast**

Suppose the two-mode device is lossless, so that S is unitary. The column for input L0 and the row for output R0 each have unit norm:

|t₀₀|² + |t₁₀|² + ρ(L0) = 1,
|t₀₀|² + |t₀₁|² + ρ(R0) = 1.

Here ρ(L0) is the power reflected from L0 into both left modes, and ρ(R0) is the sum of the reflected powers reaching R0 from unit inputs in R0 and R1. Subtracting,

|t₁₀|² − |t₀₁|² = ρ(R0) − ρ(L0).

Without reflection the two conversions are equal. A passive static device of this kind therefore needs loss, reflection or further modes to show unequal conversion.

The real grating f = 2δ cos qz shows the lossless limit. It contains e^(−iqz) and e^(+iqz) with equal strength, so A₁′ = iκA₀ and A₀′ = iκA₁, and the conversion is sin²(κL) = 0.1736 in either direction. The wave solution gives 0.1736 both ways. Over whole periods this grating is also mirror-symmetric in z, which by itself makes the two values exactly equal. For a lossless grating without that symmetry the equality rests on the relation above and holds up to the small difference of reflected powers. In the absorbing grating, the imaginary part removes one of these two components.

**Two tests that an isolator must pass**

The first test fixes what each port accepts. Put a filter on the left that admits one pattern p, and one on the right that admits one pattern s, both real combinations of the modes. Let the filters absorb what they reject, without reflecting. The forward amplitude is a single number and equals its own transpose:

sᵀtp = pᵀtᵀs = pᵀt′s.

The contrast vanishes for every choice of p and s. If both filters pass mode 0, the transmission is 0.375 either way. If the left one passes mode 0 and the right one mode 1, it is 0.0667 either way. The original comparison used mode 1 on the right as the forward output and mode 0 on the right as the backward input. It changed the accepted mode between the two measurements.

The argument extends to ports that accept several modes. If t′ vanishes between all accepted patterns, so does t. A reciprocal device that blocks the return path completely also blocks the forward path.

Detectors that collect both modes do not rescue the claim. A launch in L0 transmits 0.4417 in total and a launch in R0 transmits 0.3750. These are sums over different sets of entries. Added over both launched modes, the total is 0.7892 in each direction, because t and its transpose contain the same entries.

The second test is closer to use: launch forward, place a reflector behind the device and measure what comes back. Launch mode 0, so p = (1, 0)ᵀ. The transmitted vector is b = tp and its power is T = |b|². Let R be the reflector's matrix and neglect reflection by the device itself. The amplitude returned to the launch mode is

pᵀt′Rtp = (tp)ᵀR(tp) = bᵀRb.

A passive reflector cannot increase the power, so |bᵀRb| ≤ |b||Rb| ≤ |b|². The returned power is at most T². This limit is reached when Rb = b*. To build such a reflector, choose a unitary U whose first column is b/|b| and set R = U*U†. Then U†b = |b|(1, 0)ᵀ, and U* turns this into b*. The matrix R is unitary and symmetric, so the reflector is itself lossless and reciprocal.

For the example T² = 0.4417² = 0.195. A numerical scan over lossless reciprocal two-mode reflectors finds the same maximum. With all bounces between device and reflector included, this best reflector returns 0.194, or −7.1 dB.

A plain mirror directly at the end of the grating, R = −1, returns less, but still much. Its amplitude is −(t₀₀² + t₁₀²). Over ten whole periods (β₀ − β₁)L is a multiple of 2π, and t₁₀ carries an extra factor i, so the two squares have opposite signs. The estimate is (0.3750 − 0.0667)² = 0.095. With all bounces the result is 0.096, or −10.2 dB. A gap d of unpatterned slab before the mirror shifts the relative phase of the two squares by 2(β₀ − β₁)d. At d = 0.41 µm this is π, the squares add, and the return rises to about 0.194, as for the best reflector. A laser behind this "64 dB" device would get back between about a tenth and a fifth of its power in the mode it launched, depending on the position of the mirror.

The limit T² also applies to a plain attenuator. If a reciprocal device is to keep the return below −30 dB for every passive reflector, and its own reflections are negligible, its forward loss must be at least 15 dB.

**What a nonreciprocal device does differently**

A Faraday rotator provides the contrast. Its two modes are the linear polarisations x and y, and magnetisation along z gives

M = k₀² [[n², ig], [−ig, n²]].

This matrix is Hermitian, so there is no loss, but it is not symmetric. Its eigenvectors are (1, ∓i) with k± = k₀√(n² ± g). Split an x-polarised input equally between them and define θ = (k₊ − k₋)L/2. Apart from a common phase the output is

½(1, i)e^(−iθ) + ½(1, −i)e^(iθ) = (cos θ, sin θ), θ ≈ k₀gL/(2n) for g ≪ n².

M fixes only k², so the same eigenvectors have the same k± for backward travel. The rotation keeps its sense in the laboratory frame, and a y-polarised input from the right emerges as (−sin θ, cos θ). Hence S(Ry,Lx) and S(Lx,Ry), written as output, input, have opposite signs and differ by 2 sin θ.

Equation (1) gives the same difference from inside the medium. The forward field has turned by θz/L and the backward field by θ(L−z)/L, so the integrand is proportional to cos[θ(2z/L − 1)], whose integral is L sin θ/θ. The prefactor has magnitude gk₀/n, and gk₀L/(nθ) = 2. For 45° the difference is √2 = 1.414. Computed separately from the end amplitudes and from the volume integral, it is 1.41421 in both cases.

Now apply the filter test, with a polariser along x on the left and one at 45° on the right. Forward light is turned to 45° and passes completely in this ideal model. Backward light starts at 45°, is turned to 90° and is blocked. The accepted patterns are the same for both directions, so this is isolation. A rotation of 46° with the polarisers left in place leaks sin²(1°) = 3.0 × 10⁻⁴ backward, or −35 dB.

**How far the example can be trusted**

The slab is a two-dimensional model. It also guides two modes of the other polarisation (TM), which a pattern uniform along y does not couple to the two used here. The pattern is an idealisation: its peak absorption coefficient, 2330 cm⁻¹, is far above that of plain silicon at 1550 nm, so a real device would need an added absorber, such as metal strips. Metal strips also change the real part of the permittivity and do not fill half the core uniformly, and a real ridge has lateral structure and hybrid modes. These features would change the transmissions by amounts not computed here. They do not affect reciprocity, which follows from the vector identity as long as ε stays linear, static and symmetric.

Four effects were sized, each with the other settings held fixed.

- Radiation: including cladding modes in boxes 4 and 5 µm wide leaves the bright conversion at 0.0667. The dark power becomes 2.5 × 10⁻⁸ and 2.1 × 10⁻⁸, so its second digit depends on the treatment of the cladding. S stays symmetric to rounding.
- Grating balance: if the real modulation is 10 % too weak, the oscillating part is 0.95e^(−iqz) − 0.05e^(+iqz). The amplitude ratio 19 predicts a contrast of 25.6 dB, and the wave solution gives 25.7 dB. S is still symmetric to rounding. The contrast depends on fabrication; reciprocity does not.
- Heat: a launch in L0 loses 56 % of its power to absorption. With 1 mW and an assumed thermal resistance of 10⁴ K/W the device warms by roughly 6 K; on a thick oxide layer the resistance, and with it the warming, can be about twice as large. Warming the core by 10 K changes the bright conversion by less than 0.1 % of its value, but raises the much smaller dark power by roughly 15 %, somewhat less if only the patterned section warms.
- Kerr effect: at 1 mW in a guide 2 µm wide, the change of permittivity is about 4 × 10⁻⁷ of δ.

The last two matter in principle because they make ε depend on the light. Two launches then see different permittivities, and the subtraction behind the reciprocity identity no longer applies. The sizes above indicate that at 1 mW this is a small correction to the bright conversion; the dark power is more sensitive to heating. Modulation in time also lies outside the identity, because it couples different frequencies. A claim of isolation without a magnet should therefore name the assumption of the identity that fails, for example linearity or constancy in time, and show that the effect is strong enough.

The computed rotator is a garnet of index 2.2 and length 100 µm. A 45° turn in that length means 4500° per cm, a high value of the order found in cerium-substituted iron garnet films. The model omits absorption and birefringence. In a waveguide the two polarisations generally have different propagation constants, which limits the conversion between them. This effect is not sized here.

**What to measure before claiming isolation**

List every guided mode and polarisation that can carry power at each port, and compare transposed entries: L0→R1 with R1→L0, not with R0→L1. A difference in power between transposed partners, beyond the measurement error, shows that the device is nonreciprocal. Equal powers do not prove reciprocity, since a nonreciprocal phase may remain.

That phase can be tested without knowing the reference planes. Moving them multiplies Sᵢⱼ by a factor for channel i and one for channel j, and Sⱼᵢ by the same two factors. The ratio of the partners is unchanged. Coupling efficiencies cancel in the same way if each coupler is reciprocal, has negligible reflection, serves one channel and is left in place.

Asymmetry of S is necessary for isolation but not sufficient. The backward transmission must also be small for every accepted mode while the forward transmission stays useful. A direct check is to launch forward into an adjustable reflector and look for the largest return. If the device's own reflections are negligible and that return approaches the square of the forward transmission, the device gives no more protection than reciprocity allows. The numerical output below lists the values for the example.

Calculated quantities

```
wavelength 1550 nm, frequency 193.4 THz
core 400 nm, indices 3.48 and 1.444
effective indices, modes 0, 1: 3.1944, 2.2548
grating period 1649.7 nm, 10 periods
grating length 16.50 um, delta 0.1
peak absorption coefficient 2330 1/cm
overlaps P00, P11, |P10|: 0.4713, 0.3543, 0.3450
kappa 0.02605 1/um, q 3.8088 1/um
alpha0, alpha1: 0.02990, 0.03185 1/um
power L0->R0: 3.7498e-01   R0->L0: 3.7498e-01
power L0->R1: 6.6680e-02   R1->L0: 6.6680e-02
power L1->R0: 2.6278e-08   R0->L1: 2.6278e-08
power L1->R1: 3.4759e-01   R1->L1: 3.4759e-01
conversion L0->R1 by formula 6.6696e-02
first-order ceiling on dark power 4.21e-04
apparent contrast L0->R1 over R0->L1: 64.0 dB
largest |S - S^T|, converter: 4.0e-14
total transmitted, launch L0: 0.4417
total transmitted, launch R0: 0.3750
sum over all mode pairs, forward 0.7892, backward 0.7892
lossless grating 0->1: forward 0.17355, backward 0.17355
lossless formula sin^2(kappa L): 0.17361
largest return by formula T^2: 0.1951
largest return in reflector scan: 0.1951
return, best reflector, all bounces: 0.1936 = -7.13 dB
return, plain mirror: 0.0958 = -10.18 dB
garnet: index 2.2, length 100 um, g 0.00852
rotator |S - S^T| max: 1.4142
|S(Lx,Ry)-S(Ry,Lx)|: ends 1.41421, volume integral 1.41421
rotator with polarisers: forward 1.000000, backward 2.1e-13
backward leak at 46 degrees: 3.05e-04 = -35.2 dB
L0->R1 with cladding modes, 4 and 5 um box: 6.6679e-02, 6.6681e-02
R0->L1 with cladding modes, 4 and 5 um box: 2.49e-08, 2.08e-08
|S - S^T| with cladding modes: 3.8e-14
L0->R1 after warming by 10 K: 6.6657e-02
absorbed fraction, launch L0: 0.5583
self-heating at 1 mW (rough): 5.6 K
Kerr permittivity change / delta at 1 mW: 4.4e-07
contrast with real part 10 % weak: 25.7 dB
|S - S^T| with real part 10 % weak: 3.8e-14
```
